\section*{Path-integral beads for a harmonic mode and for diamond at 300 K}

\section*{Problem}

A harmonic mode of mass $m$ and angular frequency $\omega$ has the Hamiltonian
\[
H=K+V,\qquad K=\frac{p^2}{2m},\qquad V=\frac{m\omega^2q^2}{2}.
\]
It is held at temperature $T$, with $\beta=1/(k_BT)$, and simulated by a path integral with $P$ beads. The Boltzmann operator is approximated by the symmetric primitive splitting
\[
e^{-\beta H}\approx\left(e^{-\varepsilon V/2}\,e^{-\varepsilon K}\,e^{-\varepsilon V/2}\right)^P,\qquad \varepsilon=\frac{\beta}{P}.
\]

\begin{enumerate}
\item Find in closed form the mean energy, defined thermodynamically as $E_P=-\partial\ln Z_P/\partial\beta$ at fixed $P$, where $Z_P$ is the trace of the right-hand side.
\item Show that its relative error falls as $(\beta\hbar\omega/P)^2$ for large $P$, and find the coefficient.
\item Estimate how many beads diamond needs at 300 K if its harmonic vibrational energy is to be right to 1\,\%. Take $1300\ \mathrm{cm^{-1}}$ as the rough size, to two figures, of its highest phonon wavenumber.
\end{enumerate}

Energies are measured from the minimum of the potential, so they include the zero-point energy. Two dimensionless numbers are used throughout:
\[
x=\beta\hbar\omega,\qquad a=\frac{x}{P}=\varepsilon\hbar\omega .
\]

\section*{Solution}

\subsection*{1. The closed-form energy}

\paragraph{The ring of beads.}
Inserting momentum states gives the free-particle kernel as a Gaussian integral:
\[
\langle q|e^{-\varepsilon K}|q'\rangle
=\int\frac{dp}{2\pi\hbar}\,e^{ip(q-q')/\hbar-\varepsilon p^2/2m}
=\left(\frac{m}{2\pi\hbar^2\varepsilon}\right)^{1/2}
e^{-m(q-q')^2/(2\hbar^2\varepsilon)} .
\]
Position states are now inserted between the $P$ factors. The trace closes the chain, so $q_{P+1}=q_1$. Each bead collects two half-factors of the potential, which together give $\varepsilon m\omega^2q_j^2/2=\frac{m}{2\hbar^2\varepsilon}\,a^2q_j^2$. Hence
\[
Z_P=\left(\frac{m}{2\pi\hbar^2\varepsilon}\right)^{P/2}\!\int d^Pq\,
\exp\left\{-\frac{m}{2\hbar^2\varepsilon}\sum_{j=1}^P\left[(q_j-q_{j+1})^2+a^2q_j^2\right]\right\}.
\]
The quadratic form has the matrix $C+a^2$, where $(Cq)_j=2q_j-q_{j+1}-q_{j-1}$. The vectors $e^{i\theta_kj}$ with $\theta_k=2\pi k/P$, $k=0,\dots,P-1$, are eigenvectors of $C$ with eigenvalues $2-2\cos\theta_k=4\sin^2(\pi k/P)$. The Gaussian integral equals $(2\pi\hbar^2\varepsilon/m)^{P/2}\det(C+a^2)^{-1/2}$, and its prefactor cancels the one in front:
\begin{equation}
Z_P=\prod_{k=0}^{P-1}\left[a^2+4\sin^2\frac{\pi k}{P}\right]^{-1/2}.
\label{eq:product}
\end{equation}

\paragraph{The product.}
Define $s>0$ by $a=2\sinh s$. Then $a^2+2=4\sinh^2s+2=2\cosh2s$, and each bracket factorizes:
\[
a^2+2-2\cos\theta_k=2\cosh 2s-2\cos\theta_k
=e^{-2s}\left(e^{2s}-e^{i\theta_k}\right)\left(e^{2s}-e^{-i\theta_k}\right).
\]
The numbers $e^{i\theta_k}$ are the $P$ roots of $z^P=1$, and so are the numbers $e^{-i\theta_k}$. Therefore $\prod_k(z-e^{\pm i\theta_k})=z^P-1$. With $z=e^{2s}$ the product of all brackets is
\[
e^{-2Ps}\left(e^{2Ps}-1\right)^2=4\sinh^2(Ps),
\qquad\text{so}\qquad
Z_P=\frac{1}{2\sinh(Ps)} .
\]
This has the form of the exact $Z=1/[2\sinh(x/2)]$, with $x/2$ replaced by $Ps$.

\paragraph{The energy.}
Differentiating $2\sinh s=\beta\hbar\omega/P$ at fixed $P$ gives $ds/d\beta=\hbar\omega/(2P\cosh s)$. Since $\cosh s=\sqrt{1+a^2/4}$,
\begin{equation}
E_P=-\frac{\partial\ln Z_P}{\partial\beta}
=P\coth(Ps)\,\frac{ds}{d\beta}
=\frac{\hbar\omega}{2}\,\frac{\coth(Ps)}{\sqrt{1+a^2/4}},
\qquad \sinh s=\frac a2 .
\label{eq:energy}
\end{equation}

The virial estimator has the same mean. For this potential it is $V+\frac12qV'=m\omega^2q^2$. The bead covariance matrix is $(\hbar^2\varepsilon/m)(C+a^2)^{-1}$, and all beads are equivalent, so $\langle q^2\rangle$ is its trace divided by $P$. Using $\hbar^2\omega^2\varepsilon=a^2/\varepsilon$ and $\varepsilon P=\beta$,
\[
m\omega^2\langle q^2\rangle
=\frac1\beta\sum_{k=0}^{P-1}\frac{a^2}{a^2+4\sin^2(\pi k/P)} .
\]
Differentiating the logarithm of \eqref{eq:product}, with $\partial a/\partial\beta=a/\beta$, gives the same sum.

Three limits show what the beads do.
\begin{itemize}
\item For $P=1$, $E_1=\hbar\omega/(2\sinh s)=\hbar\omega/a=k_BT$, the classical energy.
\item For $P\to\infty$ at fixed $x$, $Ps\to x/2$ and $E_P\to E=\frac{\hbar\omega}{2}\coth\frac x2$, the exact energy.
\item For $T\to0$ at fixed $P$, $a$ grows without limit, $\coth(Ps)\to1$ and $\cosh s\approx a/2$. Then $E_P\approx\hbar\omega/a=Pk_BT$, which tends to zero. A fixed number of beads loses the zero-point energy on cooling.
\end{itemize}

\subsection*{2. The error}

\paragraph{Leading order.}
Keep $x$ fixed and let $P$ grow, so that $a\to0$. From $\operatorname{arsinh}u=u-u^3/6+O(u^5)$ with $u=a/2$,
\[
Ps=P\left(\frac a2-\frac{a^3}{48}+\dots\right)=\frac x2-\frac{xa^2}{48}+O(a^4).
\]
The derivative of $\coth y$ is $-1/\sinh^2y$, so
\[
\coth(Ps)=\coth\frac x2+\frac{xa^2}{48\sinh^2(x/2)}+O(a^4).
\]
Dividing by $\coth(x/2)$ and using $\sinh\frac x2\cosh\frac x2=\frac12\sinh x$ turns the right-hand side into $1+xa^2/(24\sinh x)$. The square root in \eqref{eq:energy} contributes the factor $1-a^2/8$. Together,
\begin{equation}
\frac{E-E_P}{E}=\frac{a^2}{8}\left[1-\frac{x}{3\sinh x}\right]+O(a^4),
\qquad a=\frac{\beta\hbar\omega}{P}.
\label{eq:law}
\end{equation}
Since $\sinh x/x=1+x^2/6+\dots$ has positive coefficients, $x/\sinh x$ falls steadily from 1 to 0 as $x$ grows. The coefficient of $a^2$ therefore rises from $1/12$ for a hot mode to $1/8$ for a cold one. The square law needs $a\ll1$: each imaginary-time slice must be short compared with $1/(\hbar\omega)$.

\paragraph{A bound for every $P$.}
Because $x/2=Pa/2=P\sinh s$, the ratio of the energies is
\[
\frac{E_P}{E}=\frac{\tanh(P\sinh s)}{\tanh(Ps)\,\cosh s}.
\]
Since $\sinh s>s$, this exceeds $1/\cosh s=(1+a^2/4)^{-1/2}$. The function $(1+u)^{-1/2}$ is convex and lies above its tangent $1-u/2$ for $u>0$. With $u=a^2/4$ this gives $E_P/E>1-a^2/8$.

In the other direction, $\tanh$ is strictly concave for positive argument and vanishes at zero, so $\tanh(\lambda y)<\lambda\tanh y$ for $\lambda>1$. Take $y=Ps$ and $\lambda=\sinh s/s$. Because $\tanh s<s$, this $\lambda$ is smaller than $\cosh s$, and so $E_P/E<1$. Hence
\begin{equation}
0<\frac{E-E_P}{E}<\frac{a^2}{8}\qquad\text{for every }P\ge1\text{ and }x>0 .
\label{eq:bound}
\end{equation}
The discretized energy is too low, and a relative tolerance $\tau$ is met whenever $P\ge x/\sqrt{8\tau}$.

\paragraph{From one mode to a crystal.}
In the harmonic approximation the modes are independent and their energies add. Let $i$ label the modes and let $a_{\max}$ belong to the highest frequency. Then \eqref{eq:bound} gives
\[
\sum_i(E_i-E_{P,i})<\sum_i\frac{a_i^2}{8}E_i\le\frac{a_{\max}^2}{8}\sum_iE_i .
\]
A bead number that satisfies
\begin{equation}
P\ge\frac{\beta\hbar\omega_{\max}}{\sqrt{8\tau}}
\label{eq:beads}
\end{equation}
is therefore sufficient for each mode and for the total.

\subsection*{3. Diamond at 300 K}

The wavenumber $1300\ \mathrm{cm^{-1}}$ corresponds to $\hbar\omega_{\max}=161.2$ meV, and $k_BT=25.85$ meV. Their ratio, formed from the unrounded values, is $x=6.235$. The extra digits serve to make the arithmetic reproducible; the input has two figures. For $\tau=0.01$, \eqref{eq:beads} gives
\[
P\ge\frac{6.235}{\sqrt{0.08}}=22.04,
\]
so 23 beads are guaranteed to suffice. The leading law \eqref{eq:law} has the bracket 0.9919 here and gives the slightly smaller value $22.04\sqrt{0.9919}=21.95$. The table compares \eqref{eq:law} with the true error of the highest mode, whose exact energy is 80.91 meV.

\begin{center}
\begin{tabular}{rrrrr}
\hline
$P$ & $a$ & $E_P$ (meV) & true error (\%) & leading law (\%)\\
\hline
1 & 6.235 & 25.85 & 68.0 & 482\\
4 & 1.559 & 63.98 & 20.9 & 30.1\\
8 & 0.779 & 75.43 & 6.77 & 7.53\\
16 & 0.390 & 79.43 & 1.83 & 1.88\\
22 & 0.283 & 80.11 & 0.98 & 1.00\\
32 & 0.195 & 80.53 & 0.47 & 0.47\\
64 & 0.097 & 80.81 & 0.12 & 0.12\\
\hline
\end{tabular}
\end{center}

Errors are $(E-E_P)/E$. From 16 to 32 beads the error falls by a factor of 3.9, and from 32 to 64 by 4.0, approaching the factor of 4 of a square law. At $P=1$ the law fails completely: it predicts an error above 100\,\%, which is impossible because $E_P$ is positive.

The smallest sufficient number for the highest mode is 22. The right-hand side of \eqref{eq:beads} is proportional to the input frequency: for wavenumbers from 1250 to $1350\ \mathrm{cm^{-1}}$ it runs from 21.2 to 22.9. So \textbf{about 23 beads suffice} for 1\,\% in diamond. This number is set by the highest mode; the total energy needs no more beads than that. With the same input, the highest mode needs 10 beads for a tolerance of 5\,\% and 70 for 0.1\,\%.

The total energy is less demanding than the highest mode, because lower modes have smaller $a$. As a model, take a density of modes proportional to $\omega^2$ up to the same cutoff; this is not diamond's real spectrum. The total energy then reaches 1\,\% with 18 beads, and with 22 beads its error is 0.64\,\%.

\paragraph{What the estimate does not cover.}
One per cent of the total energy can be a large error in its thermal part. For the highest mode the energy above the zero-point value is 0.317 meV, while the bead error at $P=22$ is 0.794 meV. If the thermal part is found by subtracting the exact $\hbar\omega/2$ from $E_P$, an error below a tenth of it requires 111 beads.

Cooling raises the cost. By \eqref{eq:beads}, a fixed tolerance is guaranteed by a fixed product $PT$, here about 6600 K for 1\,\%. At 100 K, $x=18.704$ and $x/\sqrt{0.08}=66.13$, so 67 beads are guaranteed to suffice.

The result holds for harmonic modes and the primitive splitting. Anharmonic forces, the statistical error of sampling and other splittings need their own analysis. The numerical check checks $Z_P$ and $E_P$ against explicit products of the short-time density matrix on a position grid.

\section*{Values computed for the example and the checks}
\begin{verbatim}
input wavenumber (rough): 1300 cm^-1
temperature: 300 K
hbar*omega: 161.2 meV
k_B T: 25.85 meV
x = beta*hbar*omega: 6.235 (no unit)
exact mode energy: 80.91 meV
bracket 1 - x/(3 sinh x): 0.9919
P | a = x/P | E_P (meV) | deficit (%) | leading law (%)
1 | 6.235 | 25.85 | 68.047 | 481.935
4 | 1.559 | 63.98 | 20.922 | 30.121
8 | 0.779 | 75.43 | 6.766 | 7.530
16 | 0.390 | 79.43 | 1.830 | 1.883
22 | 0.283 | 80.11 | 0.981 | 0.996
32 | 0.195 | 80.53 | 0.467 | 0.471
64 | 0.097 | 80.81 | 0.117 | 0.118
tolerance (%) | x/sqrt(8 tol) | guaranteed P | top mode P | Debye P
5.0 | 9.86 | 10 | 10 | 8
1.0 | 22.04 | 23 | 22 | 18
0.1 | 69.71 | 70 | 70 | 56
Debye-model total deficit at P = 22: 0.638 %
thermal part of top-mode energy: 0.317 meV
bead error of top mode at P = 22: 0.794 meV
P for error below a tenth of the thermal part: 111
x at 100 K: 18.704 (no unit)
guaranteed P at 100 K for 1 %: 67
P*T sufficient for 1 %: 6613 K
\end{verbatim}
